# Capture by an Inverse-Power Attraction and J-Resolved Variational Theory

## 1. A case that can be solved at sight: \(n=4\)

Two structureless particles with reduced mass \(\mu\) approach with relative speed \(v\) and impact parameter \(b\). They attract through \(V(R)=-C/R^4\), with \(C>0\). The collision energy is \(E=\mu v^2/2\), and the conserved angular momentum is \(L=\mu v b\), so that

\[
L^2=\mu^2v^2b^2=2\mu E b^2 .
\]

Energy conservation is \(E=\tfrac12\mu\dot R^2+L^2/(2\mu R^2)+V(R)\). The radial motion therefore takes place in the effective potential

\[
V_{\rm eff}(R)=\frac{L^2}{2\mu R^2}+V(R)=\frac{Eb^2}{R^2}-\frac{C}{R^4}.
\]

With \(u=1/R^2\) this is a parabola, \(Eb^2u-Cu^2\). Its top lies at \(u=Eb^2/(2C)\) and has the height \(E^2b^4/(4C)\). A pair passes inward if its energy exceeds this height:

\[
E>\frac{E^2b^4}{4C}\quad\Longleftrightarrow\quad b^4<\frac{4C}{E}.
\]

I now assume that every pair that passes the centrifugal barrier reacts. The reaction cross section is then the area of a disc,

\[
\sigma=\pi b_{\max}^2=2\pi\sqrt{\frac{C}{E}},\qquad
v\sigma=\sqrt{\frac{2E}{\mu}}\;2\pi\sqrt{\frac{C}{E}}=2\pi\sqrt{\frac{2C}{\mu}} .
\]

The energy has cancelled. Slow pairs meet less often, but they are captured from farther away, and for \(n=4\) the two effects balance. The rate constant does not depend on temperature.

**Numbers.** I use Rydberg units: \(\hbar=1\), electron mass \(1/2\), \(e^2=2\), energies in Ry, lengths in \(a_0\). They suit this case, because the attraction between a singly charged ion and a polarizability \(\alpha\) is \(-\alpha e^2/(2R^4)=-\alpha/R^4\), so \(C=\alpha\). As round model values take \(C=10\) Ry \(a_0^4\) and a reduced mass of 10000 electron masses, which is \(\mu=5000\) in these units. Then

\[
k=2\pi\sqrt{2\times10/5000}=0.397\ a_0^3\,\mathrm{Ry}/\hbar .
\]

One such unit is \(3.063\times10^{-9}\) cm³/s, so \(k=1.22\times10^{-9}\) cm³/s.

## 2. Any power above 2

Now let \(V=-C/R^n\) with \(n>2\). The slope of the effective potential is

\[
V_{\rm eff}'(R)=-\frac{2Eb^2}{R^3}+\frac{nC}{R^{n+1}}
=\frac{nC-2Eb^2R^{\,n-2}}{R^{n+1}} .
\]

For \(b>0\) the numerator is positive at small \(R\), negative at large \(R\), and changes sign once. There is thus a single maximum, at \(R_b^{\,n-2}=nC/(2Eb^2)\). There \(C/R_b^n=2Eb^2/(nR_b^2)\), and the height is

\[
V_{\rm eff}(R_b)=\frac{Eb^2}{R_b^2}\left(1-\frac2n\right)
=\left(1-\frac2n\right)Eb^2\left(\frac{2Eb^2}{nC}\right)^{2/(n-2)} .
\]

At fixed \(E\) the height grows steadily with \(b\). Pairs below a critical \(b_{\max}\) pass and pairs above it are reflected.

At the critical value the height equals \(E\). Call the barrier radius there \(R_*\). The first form of the height gives

\[
\frac{b_{\max}^2}{R_*^2}\,\frac{n-2}{n}=1
\quad\Longrightarrow\quad
b_{\max}^2=\frac{n}{n-2}\,R_*^2 .
\]

Putting this into \(C/R_*^n=2Eb_{\max}^2/(nR_*^2)\) gives \(C/R_*^n=2E/(n-2)\), so

\[
R_*=\left[\frac{(n-2)C}{2E}\right]^{1/n},\qquad
\sigma(E)=\pi\,\frac{n}{n-2}\left[\frac{(n-2)C}{2E}\right]^{2/n}.
\]

**Limit \(n=4\).** The formula gives \(2\pi(C/E)^{1/2}\), as in section 1.

**Limit \(n\to2\).** Collecting the powers of \(n-2\), \(\sigma=\pi n\,(n-2)^{2/n-1}(C/2E)^{2/n}\). The exponent \(2/n-1=-(n-2)/n\) vanishes with \(n-2\), and \(x^{-x/n}\to1\) as \(x\to0\). Hence \(\sigma\to\pi C/E\). At \(n=2\) itself \(V_{\rm eff}=(Eb^2-C)/R^2\), which is attractive for \(b^2<C/E\): the same area, although no barrier is left.

**Limit \(n\to\infty\).** Write \(C=\epsilon a^n\) with fixed energy \(\epsilon\) and length \(a\). Then \(R_*=a[(n-2)\epsilon/(2E)]^{1/n}\to a\) and \(\sigma\to\pi a^2\), a disc of fixed size.

**Trajectories.** The critical \(b\) can also be found without an effective potential. I integrated Newton's equations in Cartesian coordinates with an adaptive Runge–Kutta method, in scaled units \(E=C=\mu=1\). Each pair started at \(R=8\) and counted as captured on reaching \(R=0.3\); bisection in \(b\) located the boundary. For \(n=2.5,\,3,\,4,\,6\) it lies at \(b_{\max}=1.284,\,1.375,\,1.414,\,1.375\), and the formula gives the same figures. The values for \(n=3\) and \(n=6\) coincide because \(b_{\max}^2\) is \(3\times2^{-2/3}\) in one case and \(\tfrac32\times2^{1/3}\) in the other, which are equal.

## 3. The thermal rate

The rate constant is the average of \(v\sigma\) over the Maxwell distribution of relative speeds,

\[
k=4\pi\left(\frac{\mu}{2\pi k_BT}\right)^{3/2}\int_0^\infty v^3\,\sigma\,e^{-\mu v^2/2k_BT}\,dv .
\]

From \(v=(2E/\mu)^{1/2}\) follows \(dv=dE/(2\mu E)^{1/2}\), so \(v^3dv=(2E/\mu^2)\,dE\). The constants combine to \(8\pi\mu^{-1/2}(2\pi k_BT)^{-3/2}=\sqrt{8/(\pi\mu)}\,(k_BT)^{-3/2}\). With the mean speed \(\bar v=\sqrt{8k_BT/(\pi\mu)}\),

\[
k(T)=\frac{\bar v}{(k_BT)^2}\int_0^\infty E\,\sigma(E)\,e^{-E/k_BT}\,dE .
\]

Since \(\sigma\propto E^{-2/n}\), set \(E=xk_BT\) and write \(\sigma(E)=\sigma(k_BT)\,x^{-2/n}\). The integral becomes \((k_BT)^2\sigma(k_BT)\int_0^\infty x^{1-2/n}e^{-x}dx\), and

\[
k(T)=\pi\bar v\,\frac{n}{n-2}\left[\frac{(n-2)C}{2k_BT}\right]^{2/n}\Gamma\!\left(2-\frac2n\right)\ \propto\ T^{\,1/2-2/n}.
\]

The \(1/2\) comes from the mean speed and the \(-2/n\) from the shrinking disc. The rate falls with temperature for \(n<4\) and rises for \(n>4\).

**Limit \(n\to\infty\).** Here \(k\to\pi a^2\bar v\), the collision rate of hard spheres, which grows as \(T^{1/2}\).

**Numbers at 300 K.** Here \(k_BT=0.001900\) Ry. For \(n=6\) and \(C=100\) Ry \(a_0^6\), at \(E=k_BT\),

\[
R_*=\left(\frac{4\times100}{2\times0.001900}\right)^{1/6}=6.87\ a_0,\qquad
b_{\max}=\sqrt{6/4}\;R_*=8.42\ a_0,
\]

\[
\sigma=\pi b_{\max}^2=222\ a_0^2,\qquad
k=\sqrt{\frac{8\times0.001900}{5000\,\pi}}\;\sigma\,\Gamma(5/3)=0.198\ a_0^3\,\mathrm{Ry}/\hbar ,
\]

or \(6.05\times10^{-10}\) cm³/s. The same steps for three model potentials, with \(R_*\) and \(\sigma\) at \(E=k_BT\), give:

| \(n\) | \(C\) (Ry \(a_0^n\)) | \(R_*\) (\(a_0\)) | \(\sigma\) (\(a_0^2\)) | \(k\) (\(a_0^3\)Ry/\(\hbar\)) |
|---|---|---|---|---|
| 3 | 1 | 6.41 | 387 | 0.340 |
| 4 | 10 | 8.52 | 456 | 0.397 |
| 6 | 100 | 6.87 | 222 | 0.198 |

The power law has to hold at these radii, and for a real pair at about 7 \(a_0\) it holds only roughly. Adding a term \(-C_8/R^8\) with \(C_8/C_6=19\ a_0^2\), about the ratio for two hydrogen atoms, to the \(n=6\) model gives a correction of 40 % of the \(R^{-6}\) term at \(R=6.87\ a_0\). It raises \(k\) at 300 K from 0.198 to 0.220 and the temperature exponent between 200 and 800 K from 0.167 to 0.196. As \(E\) rises, \(R_*\propto E^{-1/n}\) moves inward, and the formula fails once short-range forces matter there.

## 4. The same rate from variational theory

Variational theory asks a different question. Place a dividing sphere at radius \(R\) and count the inward flux through it. Every pair that reacts must cross the sphere inward at least once, so this flux is an upper bound to the reactive flux. The best sphere is the one with the smallest flux. In the microcanonical, \(J\)-resolved version, the sphere is chosen separately for each energy and each angular momentum \(L=\hbar J\).

At fixed \(E\) and \(J\), the classical inward flux, with \(p\) the magnitude of the inward radial momentum, is

\[
N(E,J;R)=\int_0^\infty dp\,\frac p\mu\,\delta\!\left(E-\frac{p^2}{2\mu}-V_{\rm eff}(R)\right).
\]

Substitute \(\varepsilon=p^2/2\mu\), \(d\varepsilon=(p/\mu)\,dp\). The delta function contributes 1 if \(E-V_{\rm eff}(R)\) is positive and 0 otherwise:

\[
N(E,J;R)=\Theta\big(E-V_{\rm eff}(R)\big).
\]

Minimizing over \(R\) gives 0 as soon as one radius is closed, and 1 if all are open. Hence

\[
\min_R N(E,J;R)=\Theta\Big(E-\max_R V_{\rm eff}(R)\Big).
\]

This is the capture condition. The variational bound is attained because a pair with one radial coordinate and energy above the barrier top does not turn back on its way in.

It remains to recover the factors. Each \(J\) has \(2J+1\) orientations; when many \(J\) contribute, the sum becomes \(\int2J\,dJ\). With \(J_{\max}^2=2\mu Eb_{\max}^2/\hbar^2\),

\[
N(E)=\int_0^{J_{\max}}2J\,dJ=\frac{2\mu E\,b_{\max}^2}{\hbar^2}=\frac{2\mu E}{\pi\hbar^2}\,\sigma(E).
\]

One phase-space cell has the size \(2\pi\hbar\), and a state of one pair in unit volume has the thermal weight \(e^{-E/k_BT}/Q\), with \(Q=(\mu k_BT/2\pi\hbar^2)^{3/2}\). Therefore

\[
k=\frac{1}{2\pi\hbar Q}\int_0^\infty N(E)\,e^{-E/k_BT}dE
=\frac{\mu}{\pi^2\hbar^3Q}\int_0^\infty E\,\sigma\,e^{-E/k_BT}dE .
\]

Here \(\mu/(\pi^2\hbar^3Q)=(2\pi)^{3/2}\pi^{-2}\mu^{-1/2}(k_BT)^{-3/2}=\bar v/(k_BT)^2\), which is the prefactor of section 3. The two theories give the same \(\sigma(E)\) and the same \(k(T)\).

**Limit of few partial waves.** Keep \(J\) an integer, with \(L^2=\hbar^2J(J+1)\), and let \(B_J\) be the barrier height. Since \(\int_{B_J}^\infty e^{-E/k_BT}dE=k_BT\,e^{-B_J/k_BT}\),

\[
k_{\rm sum}=\frac{k_BT}{2\pi\hbar Q}\sum_J(2J+1)\,e^{-B_J/k_BT}.
\]

I located each \(B_J\) by numerical maximization of \(V_{\rm eff}\). For \(n=6\) at 300 K the largest captured \(J\) at \(E=k_BT\) is 36, and the sum gives 0.19764 against 0.19759 \(a_0^3\)Ry/\(\hbar\) from the closed form. Between 200 and 800 K, the exponent \(\ln[k_{\rm sum}(800\,\mathrm K)/k_{\rm sum}(200\,\mathrm K)]/\ln4\) is \(-0.167\), \(0.000\) and \(0.167\) for \(n=3,4,6\), in line with \(1/2-2/n\).

At 1 K the sum exceeds the closed form by 0.1 %, 0.2 % and 1.2 % for \(n=3,4,6\). The size of the excess follows from reading the sum as a midpoint rule in \(y=J+\tfrac12\). Write \(x=J(J+1)=y^2-\tfrac14\), \(f(x)=e^{-B/k_BT}\) with \(f\approx1\) near \(x=0\), and \(g(y)=2yf\). Then \(\sum_J g\approx\int_0^\infty g\,dy+g'(0)/24=\int_0^\infty f\,dx+\tfrac14+\tfrac1{12}\). The integral is \(N(k_BT)\,\Gamma(2-2/n)\), so the relative excess is about \(1/[3N(k_BT)\Gamma(2-2/n)]\). With \(N\propto E^{1-2/n}\) and the values of \(C\) chosen here, \(N(k_BT)\) at 1 K is about 350, 159 and 30 for \(n=3,4,6\), which reproduces the three percentages. These percentages do not measure the full quantum error: both rates still use a classical step at the barrier, without tunnelling or reflection above the top. For \(n=6\) at 1 K, transmission probabilities from the radial Schrödinger equation with an absorbing inner boundary give a rate about 0.5 % below the closed form, so the full correction has the opposite sign.

## 5. Which resolution is needed?

Suppose that one sphere must serve all \(J\) at a given \(E\). The condition \(\hbar^2J^2/(2\mu R^2)<E+C/R^n\) limits \(J^2\), so

\[
N(E;R)=\int2J\,dJ\,\Theta(E-V_{\rm eff})=\frac{2\mu}{\hbar^2}\left(ER^2+CR^{2-n}\right).
\]

The derivative of the bracket, \(2ER-(n-2)CR^{1-n}\), vanishes at \(R^n=(n-2)C/(2E)\). This is \(R_*\) again. There \(C/R_*^n=2E/(n-2)\), so the bracket equals \(ER_*^2[1+2/(n-2)]=Eb_{\max}^2\). Nothing has been lost: at \(R_*(E)\) every \(J\) below \(J_{\max}\) is open and every \(J\) above it is closed. For structureless particles, resolution in \(J\) is sufficient for the equality but not necessary.

Resolution in \(J\) alone is also enough: at fixed \(J\) the effective potential does not depend on \(E\), so one sphere at its maximum gives \(\Theta(E-B_J)\) for every energy, which is capture. What cannot be dropped is both resolutions at once. With one sphere for all \(J\) and all \(E\ge0\), the thermal integral of the bracket is

\[
\int_0^\infty\!\left(ER^2+CR^{2-n}\right)e^{-E/k_BT}dE
=k_BT\left(k_BT\,R^2+CR^{2-n}\right).
\]

This is the previous function with \(E\) replaced by \(k_BT\), so its minimum is \((k_BT)^2b_{\max}^2(k_BT)\). Capture has the same expression times \(\Gamma(2-2/n)\). The single sphere therefore overestimates the rate by the factor \(1/\Gamma(2-2/n)\): 1.12, 1.13 and 1.11 for \(n=3,4,6\).

A canonical version without the restriction \(E\ge0\) also counts states with \(E<0\), which free reactants cannot supply. The energy integral then starts at \(V_{\rm eff}\) and gives \(k_BT\,e^{-V_{\rm eff}/k_BT}\). The integral over \(J\) gives \(2\mu R^2k_BT/\hbar^2\), and with the prefactor of section 4 the rate is

\[
k(T;R)=\pi\bar v\,R^2\,e^{C/(R^nk_BT)} .
\]

Setting the derivative of its logarithm to zero, \(2/R=nC/(k_BT\,R^{n+1})\), gives \(R^n=nC/(2k_BT)\). The exponent there is \(2/n\), and

\[
k_{\rm can}=\pi\bar v\left[\frac{nC}{2k_BT}\right]^{2/n}e^{2/n}.
\]

The power of \(T\) is unchanged, but the rate is 1.51, 1.32 and 1.18 times the capture rate for \(n=3,4,6\).

**Limit \(n\to\infty\).** The ratio \(k_{\rm can}/k=[(n-2)/n]^{1-2/n}e^{2/n}/\Gamma(2-2/n)\) tends to 1, as does \(1/\Gamma(2-2/n)\). All energies then share the bottleneck \(R_*=a\), and one sphere is enough.

## 6. Where the equality ends: internal states

Let one partner be a rigid rotor with levels \(\epsilon_j=Bj(j+1)\), and keep the potential isotropic. Then \(j\) and the orbital quantum number \(l\) are both conserved, and each channel \((j,l)\) has its own kinetic energy \(E-\epsilon_j\) and its own bottleneck. The total \(J\), which runs from \(|j-l|\) to \(j+l\), now collects many channels. One sphere for each \((E,J)\) gives

\[
\min_R\sum_{j,l}\Theta\big(E-\epsilon_j-V_l(R)\big)\ \ge\ \sum_{j,l}\min_R\Theta\big(E-\epsilon_j-V_l(R)\big),
\]

where \(V_l\) is the effective potential for orbital quantum number \(l\). The inequality holds because at any \(R\) each term on the left is at least its own minimum. The right side is capture. Equality at a given \(J\) needs one radius at which all the blocked channels are closed together.

**Limit \(B\to0\).** At fixed \(E\) the open levels reach \(j\approx\sqrt{E/B}\), so the rotor energies still run from 0 to \(E\). Within one \((E,J)\), however, \(j\) differs from \(J\) by at most \(l\), and the \(l\) near the capture limit stay bounded. The spread of \(\epsilon_j\) at given \(J\), of order \(l\sqrt{BE}\), then vanishes. The channels of that \(J\) share the kinetic energy \(E-\epsilon_J\), the sphere \(R_*(E-\epsilon_J)\) closes every blocked \(l\), and equality returns.

**Numbers.** Take \(n=6\), \(C=100\) Ry \(a_0^6\), the same \(\mu\), \(B=2\times10^{-5}\) Ry and \(E=0.004\) Ry. I counted open channels on a logarithmic grid of 500 radii from 4 to 200 \(a_0\), weighted them by \(2J+1\) and summed over \(J\). One sphere per \((E,J)\) passes \(2.71\times10^5\) states, and channel-by-channel capture passes \(2.67\times10^5\). On this grid the variational count is 1.5 % above capture. A grid can only overstate the minimum over \(R\), and 1500 radii from 3 to 40 \(a_0\) lower the excess to 1.4 %. The excess does not fall steadily with \(B\): at \(B=2\times10^{-6}\) Ry it is about 8 %, and it decays toward zero only at smaller \(B\).

The equality of the two theories thus holds for structureless particles, or for conserved channels that are each given their own sphere. An anisotropic potential mixes the channels, and the argument given here does not cover it. If some pairs turn back from a second bottleneck inside the barrier, capture itself is an upper bound to the reaction rate.

All numerical values are calculated from the stated model.
